As many irreps as classes: completeness of characters and column orthogonality

Place identical orbitals at symmetry-related sites of a tetrahedral cluster. Its energy levels fall into types labelled by the irreducible representations (irreps) of the symmetry group, and every irrep occurs when no operation except the identity leaves a site in place. The symmetry operations fall into classes: the threefold rotations form one, the mirror reflections another. For the tetrahedron there are five of each. The question is why the two numbers agree, and whether the energies, sorted by irrep, can be turned back into information about the hoppings, sorted by class. Both answers follow from the completeness of characters.

**Assumptions and definitions**

G is a finite group with |G| elements and identity e. Representations are finite-dimensional, over the complex numbers. From each set of equivalent irreps one is chosen, with matrices D^α(g), dimension d_α and character χ_α(g) = tr D^α(g). The number of inequivalent irreps is r.

Two elements g and xgx⁻¹ belong to the same class. There are k classes C, with |C| elements each. A class function satisfies f(xgx⁻¹) = f(g), so it is fixed by one value per class, and class functions form a space of dimension k. Characters belong to it, because tr[D(x)D(g)D(x)⁻¹] = tr D(g). The inner product is

<f,h> = (1/|G|) Σ_g f(g)* h(g).

**Theorem.** The characters χ_α form an orthonormal basis of the class functions. Hence r = k, and for any two classes

Σ_α χ_α(C)* χ_α(C') = (|G|/|C|) δ_CC'.

**Lemma 1 (unitarity and reduction).** Every representation D is unitary in a suitable basis and splits into irreps.

Proof. Define a new scalar product by averaging over the group:

(u,v) = Σ_g [D(g)u]†[D(g)v].

It is positive, since the term g = e alone gives u†u. Replacing u, v by D(h)u, D(h)v turns g into gh, which again runs once over G, so the product is unchanged. In a basis orthonormal for it, all D(h) are unitary.

Let W be an invariant subspace, w in W, and u orthogonal to W. Then (w,D(g)u) = (D(g)⁻¹w,u) = 0, because D(g)⁻¹w lies in W. The orthogonal complement is therefore invariant too. Splitting repeatedly lowers the dimension and must end, with irreps. ∎

The D^α are taken unitary from here on. Then D^α(g⁻¹) = D^α(g)†, and so χ_α(g⁻¹) = χ_α(g)*.

**Lemma 2 (Schur).** Let D^α(g)M = M D^β(g) for all g. If α ≠ β, then M = 0. If α = β, then M = λ1.

Proof. If Mv = 0, then M D^β(g)v = D^α(g)Mv = 0, so the kernel of M is invariant under D^β. Likewise D^α(g)Mv = M[D^β(g)v], so the image is invariant under D^α. If M ≠ 0, irreducibility makes the kernel zero and the image the whole space. M is then invertible and the irreps are equivalent, which is excluded for α ≠ β.

For α = β, M has a complex eigenvalue λ. The matrix M − λ1 also commutes with all D^α(g), but is not invertible. By the argument just given it vanishes. ∎

**Lemma 3 (row orthogonality).** <χ_α,χ_β> = δ_αβ.

Proof. For any d_α × d_β matrix X put

M = Σ_g D^α(g) X D^β(g)⁻¹.

In D^α(h)M substitute g' = hg. Since g⁻¹ = g'⁻¹h,

D^α(h)M = Σ_g' D^α(g') X D^β(g')⁻¹ D^β(h) = M D^β(h).

By Lemma 2, M = δ_αβ λ1. Let X have a single nonzero entry, equal to 1, in row j and column l. Unitarity gives [D^β(g)⁻¹]_lk = D^β_kl(g)*, so

M_ik = Σ_g D^α_ij(g) D^β_kl(g)* = δ_αβ λ δ_ik.

For α = β the trace of M is |G| tr X = |G| δ_jl, and it is also λd_α. Hence λ = |G|δ_jl/d_α. Inserting this and taking the complex conjugate,

(1/|G|) Σ_g D^α_ij(g)* D^β_kl(g) = δ_αβ δ_ik δ_jl / d_α.

Set j = i and l = k and sum over i and k. The left side becomes <χ_α,χ_β>. The right side becomes δ_αβ (1/d_α) Σ_ik δ_ik = δ_αβ. ∎

Orthonormal functions are linearly independent, and the characters lie in a space of dimension k. So r ≤ k. Equality requires that no class function is missed.

**Lemma 4 (averaging with a class function).** If f is a class function, then

A_α = Σ_g f(g)* D^α(g) = (|G|/d_α) <f,χ_α> 1.

Proof. Conjugate with D^α(h) and substitute g' = hgh⁻¹:

D^α(h) A_α D^α(h)⁻¹ = Σ_g' f(h⁻¹g'h)* D^α(g') = A_α.

The last step uses that f is a class function. By Lemma 2, A_α = λ1. Its trace is λd_α = Σ_g f(g)* χ_α(g) = |G| <f,χ_α>. ∎

**Proof of the theorem**

Completeness. Let f be a class function orthogonal to every χ_α. By Lemma 4, A_α = 0 for every irrep. Now take a space with one basis vector |x> for each group element, and let G act by

L(g)|x> = |gx>.

This is the regular representation. By Lemma 1 it splits into irreps, so the operator B = Σ_g f(g)* L(g) consists of blocks A_α up to a change of basis. All of them vanish, hence B = 0. Acting on |e>,

0 = B|e> = Σ_g f(g)* |g>.

The vectors |g> are linearly independent, so f(g) = 0 for every g. No nonzero class function is orthogonal to all characters. They therefore span the space, r = k, and

f = Σ_α <χ_α,f> χ_α.

Column relation. Grouped by classes, Lemma 3 reads

Σ_C (|C|/|G|) χ_α(C)* χ_β(C) = δ_αβ.

Define U_αC = (|C|/|G|)^½ χ_α(C). The equation says that UU† = 1. Because r = k, U is square, so U† is its inverse and U†U = 1 as well. Written out,

Σ_α U_αC* U_αC' = [(|C||C'|)^½/|G|] Σ_α χ_α(C)* χ_α(C') = δ_CC'.

Multiplying by |G|/(|C||C'|)^½, which equals |G|/|C| when C = C', gives the column relation. ∎

**Remarks**

Meaning of |G|/|C|. The equality xgx⁻¹ = ygy⁻¹ holds precisely when y⁻¹x commutes with g. Each member of the class of g is thus reached from as many x as there are elements commuting with g, and that number is |G|/|C|.

The identity column. For C = C' = {e} the relation becomes Σ_α d_α² = |G|.

Commuting groups. If all elements commute, every class has one element and k = |G|. Then |G| squares d_α² add up to |G|, so every d_α = 1. For a ring of N sites with cyclic symmetry the characters are χ_m(s) = exp(2πims/N), and the column relation is the completeness of Bloch phases:

Σ_m exp[2πim(s' − s)/N] = N δ_ss', with s, s' = 0, ..., N − 1.

The complex conjugate. For N = 3 the column s = 1 is (1, ω, ω²) with ω = exp(2πi/3). With the conjugate, its product with itself is 3. Without it, the sum is 1 + ω² + ω⁴ = 1 + ω² + ω = 0.

Complex scalars. Lemma 2 needs an eigenvalue, which a real matrix may lack. Over the real numbers the same cyclic group of order 3 has two irreps: the trivial one and the rotation of a plane by 120°. The generator has cube 1, so its eigenvalues are 1 or the pair ω, ω*, and these give the two cases. There are still three classes, so the count fails.

**Application: the tetrahedral group**

The group T_d permutes the four vertices of a tetrahedron in all 24 ways. Conjugation relabels vertices, so a class is the set of all permutations with given cycle lengths. There are five:

E: the identity, 1 element
C3: threefold rotations (3-cycles), 8 elements
C2: twofold rotations (two exchanges), 3 elements
S4: rotation-reflections by 90° (4-cycles), 6 elements
σd: reflections (one exchange), 6 elements

By the theorem there are five irreps, with Σ d_α² = 24. No d_α can be 5 or more, since 25 exceeds 24. None can be 4, since the other four squares would have to add up to 8; each is then 1 or 4, and four such squares give 4, 7, 10, 13 or 16. Three 3s would already give 27. Without a 3 the sum is at most 20. With one 3, four squares of 1 or 4 would have to give 15, but they give 4, 7, 10, 13 or 16. So there are two 3s, and the remaining 6 is 1 + 1 + 4. The dimensions are 1, 1, 2, 3, 3.

A1 is the trivial irrep, and A2 is the determinant of the spatial operation. The 3 × 3 matrices R_g themselves have traces 3, 0, −1, −1, 1 in the class order above. Their character has squared norm <χ,χ> equal to

(1·9 + 8·0 + 3·1 + 6·1 + 6·1)/24 = 1.

A representation containing irrep α n_α times has squared norm Σ n_α², so this one is irreducible; it is called T2. Multiplication by the determinant preserves the norm and gives T1. The two-dimensional row E follows from orthogonality to the identity column, Σ_α d_α χ_α(C) = 0:

C3: 1 + 1 + 2χ + 0 + 0 = 0, so χ = −1
C2: 1 + 1 + 2χ − 3 − 3 = 0, so χ = 2
S4: 1 − 1 + 2χ + 3 − 3 = 0, so χ = 0
σd: 1 − 1 + 2χ − 3 + 3 = 0, so χ = 0

The characters, in the order E, C3, C2, S4, σd, are

A1: 1, 1, 1, 1, 1
A2: 1, 1, 1, −1, −1
E: 2, −1, 2, 0, 0
T1: 3, 0, −1, 1, −1
T2: 3, 0, −1, −1, 1

**Corollary (mean energies and class means).** Let r0 be a point moved by every operation except e. Put one orbital |g> at each site R_g r0, with the orbitals orthonormal and carried into one another by G, and let the one-electron Hamiltonian be

<h|H|g> = t(g⁻¹h), t(s⁻¹) = t(s)*.

Here t(e) is the on-site energy. Let t_C be the mean of t over class C, and E_α the mean energy of all states of type α. Then

E_α = (1/d_α) Σ_C |C| χ_α(C) t_C,
t_C = (1/|G|) Σ_α d_α χ_α(C)* E_α.

Proof. Since (xg)⁻¹(xh) = g⁻¹h, H commutes with every L(x). Define

P_α = (d_α/|G|) Σ_g χ_α(g)* L(g).

Lemma 4 with f = χ_α shows that P_α is 1 on irreps of type α and 0 on the others. Only L(e) has a nonzero trace, |G|, so tr P_α = (d_α/|G|) d_α |G| = d_α². Irrep α thus occurs d_α times, and E_α = tr(P_αH)/d_α².

From <x|L(g) = <g⁻¹x| we get

tr[L(g)H] = Σ_x <g⁻¹x|H|x> = Σ_x t(x⁻¹g⁻¹x) = |G| t_C(g⁻¹),

where C(g⁻¹) is the class of g⁻¹, each member of which is reached |G|/|C| times. Therefore, with s = g⁻¹ and χ_α(s⁻¹)* = χ_α(s),

tr(P_αH) = d_α Σ_g χ_α(g)* t_C(g⁻¹) = d_α Σ_s χ_α(s) t_C(s).

Division by d_α² gives the first formula. Multiply it by d_α χ_α(C')* and sum over α. The column relation leaves Σ_C |C| t_C (|G|/|C|) δ_CC' = |G| t_C', which is the second. ∎

**A cluster of 24 sites**

Take r0 = (0.5, 1.5, 3.0) Å. In axes along the twofold rotations, T_d permutes the coordinates and changes an even number of signs. The three coordinates have different nonzero magnitudes, so the 24 sites are distinct. The model has on-site energy −5 eV and, at distance d, hopping

t = −2.5 eV · exp[−(d − 1.5 Å)/(0.5 Å)].

These are round parameters for a model without electron interaction, not for a material. Numerical diagonalization of the 24 × 24 matrix gives ten levels. The traces of L(g) within each eigenspace identify the irreps. In eV:

A1: −9.242
A2: −1.403
E: −7.792, −2.156
T1: −7.294, −2.218, −1.496
T2: −8.895, −7.583, −2.332

Irrep α supplies d_α levels, each d_α-fold degenerate. The means, taken before rounding, are −9.242, −1.403, −4.974, −3.670 and −6.270 eV in the order of the list. The second formula of the corollary then gives the mean hopping across a reflection:

t_σd = (1/24)[−9.242 + 1.403 + 0 + 3·3.670 − 3·6.270] eV = −0.652 eV,

or −0.024 hartree. Averaging the six reflection hoppings directly from the distances gives the same value. For the identity,

t_E = (1/24)[−9.242 − 1.403 − 4·4.974 − 9·3.670 − 9·6.270] eV = −5.00 eV,

which is the on-site energy. The other class means are −0.029 eV for C3, −0.030 eV for C2 and −0.0015 eV for S4.

The reflection class largely sets the gap between A1 and A2. Subtracting their two formulas leaves the classes in which the characters differ:

E_A1 − E_A2 = 12(t_S4 + t_σd) = 12(−0.0015 − 0.652) eV = −7.84 eV.

In row E these two classes have zero character, so the large reflection hopping drops out of the mean: E_E = t_E − 4t_C3 + 3t_C2 = (−5 + 0.116 − 0.090) eV = −4.974 eV. The two remaining terms partly cancel in this example. The two E levels themselves do depend on the reflection hoppings: with these set to zero they lie at −4.979 and −4.969 eV instead of −7.792 and −2.156 eV, with the same mean.

**What the inversion cannot give**

The mean energies contain t only through its class means. The six reflection hoppings range from −2.968 eV, at the shortest distance of 1.414 Å, to about −0.0001 eV. Each reflection is its own inverse, so these six real numbers may be varied independently. Any change that keeps their average leaves all five E_α unchanged, although individual levels may move.

The corollary also needs r0 to be moved by every operation except e. If r0 lies on a threefold axis, at a vertex of the tetrahedron, there are 4 sites instead of 24. For s-like orbitals, which are unchanged by the operations that fix their site, the trace of each operation is the number of sites it leaves in place: 4, 1, 0, 0, 2. This is the sum of the rows A1 and T2. Only two mean energies remain, and the formulas of the corollary, which rest on 24 distinct orthonormal orbitals, no longer apply. The Hamiltonian now has just two parameters, the on-site energy ε and the hopping τ between any two vertices. The state with equal amplitudes (A1) has energy ε + 3τ, and since the trace of H is 4ε, the three T2 states have energy ε − τ. These two energies fix ε and τ; there are no five independent class means left to recover. The equality r = k still holds for the group, but this smaller cluster does not display all its irreps.

Numerical values quoted here were computed with a short program.
